# Why tetragonal hafnia out-polarizes monoclinic hafnia: softness against effective charge

## Result

If the in-plane polar motion of tetragonal hafnia meets a markedly weaker restoring force than the polar motion of the monoclinic phase, as phonon calculations indicate, this softness accounts for most of its larger calculated permittivity. Somewhat larger effective charges help, but much less. The ionic part $\Delta\varepsilon$ of the static permittivity separates into two factors,

$$\Delta\varepsilon=\Big(\sum_m S_m\Big)\,\langle\omega^{-2}\rangle ,\qquad \sum_m S_m=\frac{4\pi}{V}\sum_i\frac{Z_i^2}{M_i}. \tag{1}$$

Here $S_m$ and $\omega_m$ are the strength and transverse frequency of infrared mode $m$, and $\langle\omega^{-2}\rangle$ is the strength-weighted mean of $\omega_m^{-2}$. $Z_i$ is the Born effective charge, $M_i$ the mass and $V$ the volume per formula unit. The first factor contains charge, mass and volume. At given masses, the second mainly measures softness. Through its weights it also depends on the charges, but only weakly in the model below: replacing the monoclinic charges by the tetragonal ones lowers it by about 2% with the monoclinic springs and 6% with the tetragonal springs.

In the model below, the tetragonal in-plane ionic response is 2.77 times the monoclinic one. Charge supplies a factor 1.22, volume 1.05 and softness 2.18.

One premise comes from outside the model: first-principles phonon calculations generally find a strongly polar in-plane mode in the tetragonal phase that is softer than the modes carrying most of the monoclinic response, with effective charges of similar size. Weakly polar monoclinic modes may lie lower still, but they add little to the permittivity. The model weighs the consequences of this premise; it does not derive hafnia's force constants. Its parameters are round values, neither computed nor measured hafnia data.

## Why two oscillators

Place the two cations of the tetragonal cell at $(0,0,0)$ and $(\frac12,\frac12,\frac12)$. The oxygens sit at $(\frac12,0,\frac14+d)$, $(\frac12,0,\frac34+d)$, $(0,\frac12,\frac14-d)$ and $(0,\frac12,\frac34-d)$, in units of the cell edges, with small $d>0$.

Every atom lies on a mirror plane normal to $x$ and on one normal to $y$. A displacement pattern that transforms like $x$ must change sign under the first mirror and stay unchanged under the second, so it contains $x$-displacements alone. Inversion about $(\frac14,\frac14,\frac14)$ exchanges atoms in pairs and requires equal displacements within each pair. Three patterns remain:

- both cations;
- the two oxygens A, whose cation neighbours along $x$ are farther away in height, by $\frac14+d$;
- the two oxygens B, for which that height is $\frac14-d$.

One combination is a rigid translation, which leaves two polar modes. Two oscillators are therefore the complete harmonic description in the plane.

Along $z$, the operation $(x,y,z)\to(y+\frac12,x+\frac12,z+\frac12)$ also exchanges A and B and makes their displacements equal. Two patterns remain, hence one polar mode.

The monoclinic cell has 12 atoms, none on an inversion centre. Inversion-odd patterns give each of the six atom pairs a common displacement vector: 18 patterns, less 3 translations, leave 15 infrared modes. Its two oscillators are thus a lumped model of the orientation average. Its Born charges are also anisotropic tensors with off-diagonal elements. In the averaged strength sum, $Z_i^2$ then stands for $\frac13\sum_{\alpha\beta}Z_{i,\alpha\beta}^2$, which exceeds the square of the mean diagonal charge. A charge factor formed from mean charges therefore overstates the tetragonal advantage. In the tetragonal cell the site symmetry makes the tensors diagonal, and (1) holds as written.

## The response to a static field

I use Hartree atomic units with $\varepsilon=1+4\pi P/F$, where $F$ is the macroscopic field and $P$ the polarization. The lattice vectors are fixed and the motion is harmonic. For displacements $u_M,u_A,u_B$ of cation and oxygens, the energy per formula unit is

$$W=\tfrac12k_A(u_M-u_A)^2+\tfrac12k_B(u_M-u_B)^2+\tfrac12k_{AB}(u_A-u_B)^2-F\sum_iZ_iu_i .$$

The springs are net constants at zero macroscopic field and include dipolar forces. Since $\sum_iZ_i=0$, only $a=u_A-u_M$ and $b=u_B-u_M$ matter. Setting the derivatives of $W$ to zero gives

$$(k_A+k_{AB})a-k_{AB}b=Z_AF,\qquad -k_{AB}a+(k_B+k_{AB})b=Z_BF .$$

With the determinant $D=k_Ak_B+k_{AB}(k_A+k_B)$, the solution is

$$\frac aF=\frac{Z_A(k_B+k_{AB})+Z_Bk_{AB}}{D},\qquad \frac bF=\frac{Z_B(k_A+k_{AB})+Z_Ak_{AB}}{D}.$$

The ionic polarization is $(Z_Aa+Z_Bb)/V$. Multiplying it by $4\pi/F$ yields

$$\Delta\varepsilon=\frac{4\pi}{V}\,\frac{Z_A^2(k_B+k_{AB})+2Z_AZ_Bk_{AB}+Z_B^2(k_A+k_{AB})}{D}. \tag{2}$$

No mass appears. Softness that matters for the static response means a small force constant, not a heavy atom.

## The same response in normal modes

Let $K$ be the matrix of second derivatives of the elastic energy. In the coordinates $q_i=\sqrt{M_i}\,u_i$, the matrix $K_{ij}/\sqrt{M_iM_j}$ has orthonormal eigenvectors $e_{im}$ and eigenvalues $\omega_m^2$. Write $q_i=\sum_mc_me_{im}$. The field exerts the force $Fz_m$ on mode $m$, where $z_m=\sum_iZ_ie_{im}/\sqrt{M_i}$. Static balance gives $c_m=Fz_m/\omega_m^2$, and the dipole is $\sum_mz_mc_m$. Therefore

$$\Delta\varepsilon=\sum_m\frac{S_m}{\omega_m^2},\qquad S_m=\frac{4\pi}{V}z_m^2 .$$

The translation has $e_i\propto\sqrt{M_i}$, so its $z$ is proportional to $\sum_iZ_i=0$ and it drops out. Completeness, $\sum_me_{im}e_{jm}=\delta_{ij}$, then gives $\sum_mz_m^2=\sum_iZ_i^2/M_i$. This is the strength sum in (1), and it does not depend on the springs.

## The two crystals

Masses are 178.5 u for the cation and 16 u for oxygen. The electronic permittivity is set to 5 in both crystals, so that it cannot cause a difference. Both also share $k_B=0.08$ and $k_{AB}=0.01$ Ha/bohr².

| | Tetragonal, in-plane | Monoclinic, average |
|---|---|---|
| $Z_M,Z_A,Z_B$ ($e$) | 5.5, −2.5, −3.0 | 5.0, −2.4, −2.6 |
| $k_A$ (Ha/bohr²) | 0.01 | 0.05 |
| $V$ (bohr³) | 220 | 230 |

Equation (2) gives

$$\Delta\varepsilon_T=\frac{4\pi}{220}\,\frac{2.5^2(0.09)+2(2.5)(3.0)(0.01)+3.0^2(0.02)}{(0.01)(0.08)+0.01(0.09)}=30.0,$$

$$\Delta\varepsilon_M=\frac{4\pi}{230}\,\frac{2.4^2(0.09)+2(2.4)(2.6)(0.01)+2.6^2(0.06)}{(0.05)(0.08)+0.01(0.13)}=10.8 .$$

Diagonalizing the mass-weighted matrix resolves these totals into modes:

| Mode | Frequency (cm⁻¹) | Strength share | Adds to $\varepsilon$ |
|---|---|---|---|
| T, lower | 184 | 0.494 | 24.7 |
| T, upper | 401 | 0.506 | 5.3 |
| M, lower | 325 | 0.588 | 7.4 |
| M, upper | 402 | 0.412 | 3.4 |

## Contribution 1: effective charge and volume

From the strength sum, the charge factor is

$$\frac{5.5^2/178.5+(2.5^2+3.0^2)/16}{5.0^2/178.5+(2.4^2+2.6^2)/16}=1.22 .$$

The volume factor is $230/220=1.05$.

How large would the charges have to be if they alone produced the excess? At fixed springs and volume, (2) is quadratic in a common scaling of all charges. The scaling needed is $\sqrt{2.774}=1.67$, which takes the monoclinic cation charge from 5.0 to 8.3 $e$. That is about twice the formal charge of 4 and far above the 5.5 of the tetragonal model.

## Contribution 2: softness

The strength-weighted means are

$$\langle\omega^{-2}\rangle_T=\frac{0.494}{184.3^2}+\frac{0.506}{401.3^2}=\frac1{(238)^2},\qquad
\langle\omega^{-2}\rangle_M=\frac{0.588}{325.1^2}+\frac{0.412}{401.6^2}=\frac1{(351)^2},$$

with frequencies in cm⁻¹. Their ratio is 2.18. The upper modes nearly coincide, and the tetragonal crystal has the smaller share of strength in its lower mode. A shift of strength between modes therefore does not cause the increase; the lower frequency does.

The product $1.217\times1.045\times2.180$ returns the ratio 2.77. On a logarithmic scale, softness accounts for about three quarters of it. This share depends on the assumed tetragonal $k_A$: with 0.03 instead of 0.01 Ha/bohr², the ratio would be 1.62 and softness would account for only half of it. With the monoclinic value 0.05, the ratio would be 1.25 and the softness factor 0.98.

## A comparison without masses

The separate factors in (1) depend on the masses, although their product does not. Exchanging ingredients in (2) avoids this. Starting from the monoclinic crystal at its own volume:

- tetragonal charges alone raise $\Delta\varepsilon$ from 10.8 to 12.9, a factor 1.19;
- tetragonal springs alone raise it to 25.0, a factor 2.31;
- both together raise it to 28.7, a factor 2.65.

The order of exchange matters a little. Charges contribute $2.65/2.31=1.15$ if the springs are changed first. Equation (2) shows why: with a small $k_A$, the term in $Z_B^2$ has less weight relative to that in $Z_A^2$, and $Z_A$ is the oxygen charge that differs less between the crystals. In either order, the springs dominate.

## When a low frequency does not help

**Heavy atoms.** Doubling the oxygen mass in the tetragonal model lowers its modes to 135.5 and 292.9 cm⁻¹, yet $\Delta\varepsilon$ stays at 30.0. The strengths fall as well. The contributions of the single modes shift, from 24.7 and 5.3 to 23.7 and 6.3, but their sum must equal (2), which contains no mass.

**A silent soft mode.** Let $k_A=k_B=k$ and $Z_A=Z_B$. The antiphase motion $u_A=-u_B=u$, with the cation at rest, costs $(k+2k_{AB})u^2$ and carries the dipole $(Z_A-Z_B)u=0$. With $k=0.06$ and $k_{AB}=-0.02$ Ha/bohr², it lies at 182 cm⁻¹, slightly below the soft tetragonal mode, and adds nothing. A low frequency raises the permittivity only if the mode is polar.

## Sensitivity to the soft spring

Write (2) as $\Delta\varepsilon=(4\pi/V)\,\zeta^TC^{-1}\zeta$, where $\zeta=(Z_A,Z_B)$ and $C$ is the $2\times2$ matrix of the balance equations. Since $dC^{-1}=-C^{-1}(dC)C^{-1}$, and $k_A$ enters only the first diagonal element of $C$,

$$\frac{\partial\Delta\varepsilon}{\partial k_A}=-\frac{4\pi}{V}\Big(\frac aF\Big)^2 .$$

The slope is −1285 bohr²/Ha for the tetragonal model and −114 for the monoclinic one. Lowering $k_A$ by 0.005 Ha/bohr² raises $\Delta\varepsilon_T$ from 30.0 to 38.7, but $\Delta\varepsilon_M$ only from 10.8 to 11.4. This compares equal absolute changes; the same step is half of one spring and a tenth of the other. For equal relative changes the tetragonal model is not the more sensitive one: $d\ln\Delta\varepsilon/d\ln k_A$ is −0.43 for it and −0.53 for the monoclinic model. The absolute comparison applies only if a change of volume or density functional shifts the net force constants of both phases by similar amounts, which the model does not decide.

With the charges and the other springs of the tetragonal model, the harmonic response diverges when $D\to0$, that is, when $k_A\to-k_Bk_{AB}/(k_B+k_{AB})$. Near that point anharmonic terms and temperature must be included.

## Orientation average

For the tetragonal axis, take charges $5.0,-2.5,-2.5$ $e$, $k_A=k_B=0.06$ Ha/bohr² and $V=220$ bohr³. Equal oxygen displacements make $k_{AB}$ irrelevant, and

$$\Delta\varepsilon_{zz}=\frac{4\pi}{220}\,\frac{5.0^2}{0.12}=11.9 .$$

Adding the electronic part gives 16.9 along the axis and 35.0 in the plane. The arithmetic average over directions, one third of the trace, is an upper bound for a randomly oriented polycrystal; the series average, 25.8, is a lower bound. The arithmetic value is

$$\varepsilon_T=\frac{2(35.0)+16.9}{3}=29.0,\qquad \varepsilon_M=15.8 .$$

The axial value barely exceeds the monoclinic average, so nearly all of the excess comes from the plane.

## Where charge and softness are linked

Exchanging charges at fixed springs is an accounting of the response, not an operation on a real crystal. For one polar coordinate with charge $Z$, suppose that the net spring is $k=k_s-\lambda Z^2$, with a short-range part $k_s$ and a softening dipolar part, $\lambda>0$. Then $\Delta\varepsilon=4\pi Z^2/(Vk)$. At fixed $k_s$, $\lambda$ and $V$, using $dk/d\ln Z=-2\lambda Z^2$,

$$\frac{d\ln\Delta\varepsilon}{d\ln Z}=2+\frac{2\lambda Z^2}{k}.$$

The first term is the direct effect counted above as charge. The second acts through the force constant and is counted as softness. A larger effective charge can thus be one reason why a mode is soft. How much of hafnia's softness arises this way, and how much from weaker short-range forces, requires a separate calculation of the two parts of its force constants.
